# Composition scatter between small cubes of a random SiGe alloy

## Problem

A large crystal of silicon-germanium has the diamond structure and is half germanium on average. Each lattice site holds a Ge atom with probability $x=0.5$ and a Si atom otherwise, independently of all other sites. Cubes of width $L=5$ nm, with edges along the cubic axes, are cut from it. Take $a=0.55$ nm as a rough, two-figure value of the cubic lattice constant.

(a) How many atoms does such a cube contain on average?

(b) The Ge fraction differs from cube to cube. What is its standard deviation?

(c) How does this scatter depend on the cube width, the lattice constant and the mean composition?

(d) What share of the cubes has a Ge fraction more than 0.01 away from 0.5?

(e) How does the answer to (b) change if the crystal is a finite block with a fixed total number of Ge atoms, or if neighbouring sites are not independent?

## Solution

### (a) The number of atoms

The cubic cell of the diamond structure has volume $a^3$. Its eight corner atoms are each shared by eight cells, its six face atoms are each shared by two, and four atoms lie inside. The cell therefore owns

$$
8\cdot\tfrac18+6\cdot\tfrac12+4=8
$$

atoms, and the crystal has $8/a^3$ sites per unit volume. A cube placed at random contains on average this density times its volume:

$$
N=\frac{8}{a^3}\,L^3=8\left(\frac{L}{a}\right)^3 .
$$

With $L/a=5/0.55=9.091$,

$$
N=8\times(9.091)^3\approx 6011 .
$$

Since $a$ is known to two figures, this means about 6000 atoms.

An individual cube need not contain the average number. The atomic planes perpendicular to an edge are $a/4$ apart, so an edge spans $4\times9.091=36.4$ spacings and the cube catches 36 or 37 planes in each direction, depending on where its faces fall. Among 1728 cubes cut from a lattice built site by site, the count ran from 5832 to 6346. Part (b) shows how little this matters.

### (b) The standard deviation of the Ge fraction

Give each site $i$ a number $t_i$ that is 1 for Ge and 0 for Si. Angle brackets denote the average over random occupations. The mean is

$$
\langle t_i\rangle=1\cdot x+0\cdot(1-x)=x .
$$

Because $1^2=1$ and $0^2=0$, we have $t_i^2=t_i$, and so $\langle t_i^2\rangle=x$. The variance of one site is

$$
\mathrm{Var}(t_i)=\langle t_i^2\rangle-\langle t_i\rangle^2=x-x^2=x(1-x).
$$

The number of Ge atoms in a cube with $N$ sites is $n=\sum_i t_i$. Its deviation from the mean is $\sum_i(t_i-x)$. Squaring this sum and averaging gives a double sum, which splits into terms with $i=j$ and terms with $i\ne j$:

$$
\mathrm{Var}(n)=\sum_i\mathrm{Var}(t_i)+\sum_i\sum_{j\ne i}\big\langle(t_i-x)(t_j-x)\big\rangle .
$$

For independent sites the average of the product is the product of the averages, $\langle t_i-x\rangle\langle t_j-x\rangle=0$. The second sum vanishes, and the first has $N$ equal terms:

$$
\mathrm{Var}(n)=N\,x(1-x).
$$

The Ge fraction is $X=n/N$. Dividing a quantity by $N$ divides its variance by $N^2$, so

$$
\mathrm{Var}(X)=\frac{N\,x(1-x)}{N^2}=\frac{x(1-x)}{N},
\qquad
\sigma=\sqrt{\frac{x(1-x)}{N}} .
$$

For $x=0.5$ the numerator is $1/4$. The Ge count has standard deviation $\sqrt{6011/4}=38.77$, or about 39 atoms, and

$$
\sigma=\frac{38.77}{6011}=0.00645 .
$$

The unrounded value is 0.006449, and 6000 atoms would give 0.00646, so a two-figure $a$ does not decide between 0.0064 and 0.0065. We quote the scatter as about 0.0065, or 0.65 atomic percent, with the last digit uncertain. This number describes how far the Ge fraction of a single cube typically lies from the mean. It is not an uncertainty in the mean composition of the crystal, which is given as 0.5. For two separate cubes the variances add, so the difference between their Ge fractions has the standard deviation $\sqrt2\,\sigma\approx0.0091$.

The spread in atom count can now be judged. For every value of $N$ the mean of $X$ is the same $x$, so cubes of different count add no variance through their means. The variance over all cubes is the average of $x(1-x)/N$ over the counts that occur. The smallest count, 5832, is 3.0% below 6011, and the largest, 6346, is 5.6% above it. Since $\sigma\propto N^{-1/2}$, even a set made up entirely of one of these extremes would have a $\sigma$ only 1.5% higher or 2.7% lower than the value found above.

The 1728 cubes also give $\sigma$ directly, with no use of the formula: the standard deviation of their Ge fractions is 0.00640, which is 0.8% below 0.00645. A standard deviation estimated from $m$ nearly normal samples has a relative statistical error of about $1/\sqrt{2m}$, here 1.7%, so the two values agree.

The mean count of these cubes, 6037, is 0.4% above the formula, and this has a geometrical cause. The cubes form a $12\times12\times12$ stack whose first face coincides with an atomic plane. The stack is $12\times36.36=436.4$ plane spacings wide and therefore holds 437 planes in each direction. The excess is $(437/436.4)^3\approx1.004$.

### (c) Dependence on width, lattice constant and composition

Inserting $N=8L^3/a^3$ into $\sigma$ gives

$$
\sigma=\sqrt{x(1-x)\,\frac{a^3}{8L^3}}
=\sqrt{\frac{x(1-x)}{8}}\left(\frac{a}{L}\right)^{3/2}.
$$

**Width.** Halving $L$ leaves one eighth of the atoms and raises $\sigma$ by $\sqrt8=2^{3/2}=2.83$. Cutting the same lattice into cubes of 2.5 nm raised the measured scatter by a factor of 2.83 as well. For large $L$ the scatter tends to zero, and a macroscopic piece has the mean composition. In the opposite limit of a single site, $N=1$, the formula gives $\sigma=1/2$ at $x=0.5$. This is correct, because the fraction is then either 0 or 1, and both values lie $1/2$ from the mean.

**Lattice constant.** Taking the logarithm of $\sigma$ and differentiating at fixed $L$ and $x$ gives

$$
\frac{d\sigma}{\sigma}=\frac32\,\frac{da}{a}.
$$

A small relative error in $a$ is thus multiplied by $3/2$. The rough values 0.54 nm, near the Si end, and 0.57 nm, near the Ge end, give $\sigma=0.0063$ and $0.0068$. Replacing 0.55 nm by either of these values moves the result by less than 6%.

**Composition.** The derivative of $x(1-x)$ is $1-2x$, which is positive below $x=1/2$ and negative above it. At fixed $N$ the scatter is therefore largest in the half-and-half alloy. At $x=0.2$ it is smaller by the factor $\sqrt{0.16/0.25}=0.8$, which gives $0.8\times0.00645=0.00516$. The scatter relative to the mean composition behaves differently:

$$
\frac{\sigma}{x}=\sqrt{\frac{1-x}{Nx}} .
$$

This grows as $x$ falls. It is $0.00645/0.5=1.3\%$ at $x=0.5$ and $0.00516/0.2=2.6\%$ at $x=0.2$. In the dilute limit $x\ll1$ it becomes $1/\sqrt{Nx}$, one over the square root of the mean number of Ge atoms.

### (d) The share of cubes far from the mean

A deviation of 0.01 in the Ge fraction is $0.01\times6011\approx60$ atoms, or $0.01/0.00645=1.55$ standard deviations. The number of Ge atoms follows the binomial distribution

$$
P(n)=\binom{N}{n}x^n(1-x)^{N-n}.
$$

The power factors are the probability of one particular arrangement with $n$ Ge atoms, and the binomial coefficient counts such arrangements. Summing $P(n)$ over all $n$ with $|n/N-0.5|>0.01$ gives 0.122. No cube of this width holds exactly 6011 sites. For the counts that do occur the share lies between 0.11 and 0.13, and its average over random placements is again 0.122. About one cube in eight thus has a Ge fraction below 0.49 or above 0.51. For exactly 6011 sites, the same distribution puts about 69% of the probability within one standard deviation of the mean. Over cubes of varying count the share is close to the 68% of a normal curve.

For a sum of many independent terms the distribution is close to a normal curve, which gives the share without a long sum. With $\delta=0.01$, and with $u$ the deviation in units of $\sigma$, the two equal tails contribute

$$
2\int_{\delta/\sigma}^{\infty}\frac{e^{-u^2/2}}{\sqrt{2\pi}}\,du
=\frac{2}{\sqrt\pi}\int_{\delta/(\sigma\sqrt2)}^{\infty}e^{-v^2}\,dv
=\mathrm{erfc}\!\left(\frac{\delta}{\sigma\sqrt2}\right),
$$

where $u=\sqrt2\,v$ was substituted and the last step is the definition of the complementary error function. The value is 0.121, close to the binomial sum.

### (e) Fixed total composition and correlated sites

**A finite block.** Let the cube be part of a block of $M$ sites that contains exactly $Mx$ Ge atoms, with all arrangements equally likely. Each site still has mean $x$ and variance $x(1-x)$. The sites are no longer independent, because a Ge atom on one site leaves fewer for the others. By symmetry every pair of different sites has the same covariance $c=\langle(t_i-x)(t_j-x)\rangle$. The total over the whole block does not fluctuate, so its variance is zero:

$$
0=M\,x(1-x)+M(M-1)\,c
\quad\Rightarrow\quad
c=-\frac{x(1-x)}{M-1}.
$$

The cube has $N$ sites and $N(N-1)$ ordered pairs. Hence

$$
\mathrm{Var}(n)=N\,x(1-x)+N(N-1)\,c
=N\,x(1-x)\left[1-\frac{N-1}{M-1}\right]
=N\,x(1-x)\,\frac{M-N}{M-1}.
$$

For $M\to\infty$ the last factor tends to 1 and the result of (b) returns. For a block twice as wide as the cube, $M=8N$, the factor is close to $7/8$. Its square root is 0.935, and $\sigma$ falls from 0.00645 to 0.00603. For $M=N$ the factor is zero. A simulation cell built with exactly half its sites Ge therefore has no scatter in its overall composition, however small it is. To sample the scatter of (b) with separate cells, the number of Ge atoms must vary from cell to cell, as it does when the occupation of each site is drawn independently.

**Correlated neighbours.** At $x=1/2$ set $s_i=2t_i-1$, which is $+1$ for Ge and $-1$ for Si and has zero mean. Then $t_i-\tfrac12=s_i/2$, and each product of two deviations is $s_is_j/4$. Since $s_i^2=1$,

$$
\mathrm{Var}(n)=\frac14\sum_i\sum_j\langle s_is_j\rangle
=\frac N4\Big[1+\sum_{j\ne i}\langle s_is_j\rangle\Big].
$$

The last form holds in a periodic cell, where all sites are equivalent and the sum over $j$ is the same for each $i$. In a cube cut from a larger crystal, sites near the faces have some of their partners outside. The form is then a good approximation if the correlations reach over a distance much shorter than $L$.

The bracket multiplies the variance found for independent sites. If like atoms tend to cluster and the sum is positive, the scatter grows. If unlike atoms prefer to be neighbours and the sum is negative, it shrinks.

A small model shows both cases. In a periodic diamond cell of 16 sites, each arrangement is given a weight proportional to $\exp(J\sum s_is_j)$, where the sum runs over nearest-neighbour bonds and $J$ is a dimensionless coupling. Averaging over all $2^{16}$ arrangements gives:

- For $J=+0.1$ the neighbour correlation is $+0.103$ and the variance factor is 1.57, so $\sigma$ is multiplied by $\sqrt{1.57}=1.25$.
- For $J=-0.1$ the neighbour correlation is $-0.103$ and the variance factor is 0.69, so $\sigma$ is multiplied by $\sqrt{0.69}=0.83$.

The two factors are not equally far from 1, although the neighbour correlations are equal and opposite. The diamond lattice consists of two sublattices, and each bond joins one to the other. Reversing the sign of $J$ has the same effect on the weights as reversing all $s_i$ on one sublattice. Correlations between the sublattices then change sign, while those within a sublattice do not. The latter add a contribution of $(1.57+0.69)/2-1=0.13$ to both factors. The 16-site cell is small. Short closed paths through its periodic boundary raise the neighbour correlation, which is $\pm0.100$ in cells of 128 sites and more, while the factors 1.57 and 0.69 keep their two decimals in a large periodic crystal. For a 5 nm cube of 36 planes cut from such a crystal, the partners lost at the faces move the factors to about 1.52 and 0.72. The coupling here is a chosen parameter, so these factors show the direction of the effect and not its size in real SiGe.

## A few cases

All rows use $a=0.55$ nm. The numbers are rounded to suit this rough input.

| $L$ (nm) | $x$ | Total Ge number | Mean atoms | $\sigma$ |
|---:|---:|:---|---:|---:|
| 2.5 | 0.5 | free | 750 | 0.018 |
| 5 | 0.5 | free | 6000 | 0.0065 |
| 5 | 0.5 | fixed, $M=8N$ | 6000 | 0.0060 |
| 5 | 0.2 | free | 6000 | 0.0052 |
| 10 | 0.5 | free | 48,000 | 0.0023 |
| 20 | 0.5 | free | 380,000 | 0.0008 |

## When the mean composition itself varies

The estimate covers the randomness of site occupation alone. Suppose that growth conditions also make the Ge probability differ from place to place, so that it has a common value $p$ within each cube but varies between cubes with mean $x$ and variance $V$. The total variance is the variance of the cube means plus the average variance at given $p$:

$$
\mathrm{Var}(X)=V+\frac{\langle p(1-p)\rangle}{N}.
$$

Since $\langle p^2\rangle=x^2+V$, we have $\langle p(1-p)\rangle=x-x^2-V$, and therefore

$$
\mathrm{Var}(X)=\frac{x(1-x)}{N}+V\left(1-\frac1N\right).
$$

The first term is the result of (b), and it falls as $1/L^3$. The second hardly depends on $N$ as long as $V$ itself does not change with the cube size. Random occupation then dominates in small cubes and growth variations in large ones. For the 5 nm cube the two are about equal when $\sqrt V\approx0.0065$. If many such cubes are measured and every atom in them is counted and identified correctly, a scatter well above this value shows that the sites are not filled independently with one uniform probability. Uneven growth and clustering are possible causes. A value well below it can come from short-range ordering or from a constraint on the total composition. A measurement that detects only a random share $\eta$ of the atoms has $\eta N$ in place of $N$ in the first term, so even a perfectly random, uniform alloy then shows a scatter larger by the factor $1/\sqrt{\eta}$.

The numerical output below lists the computed values on which these results rest.

## Computed values

```
cube width L = 5.0 nm
rough lattice constant a = 0.55 nm
mean Ge fraction x = 0.50
unit cells along one edge L/a = 9.091
mean number of atoms 8(L/a)^3 = 6010.5
rounded number of atoms N = 6011
standard deviation of Ge count = 38.77 atoms
standard deviation of Ge fraction = 0.00645
the same in atomic percent = 0.645 at.%
a = 0.54 nm: atoms = 6351, sigma = 0.00627
a = 0.57 nm: atoms = 5400, sigma = 0.00680
L = 2.5 nm: atoms = 751, sigma = 0.01824
L = 10.0 nm: atoms = 48084, sigma = 0.00228
L = 20.0 nm: atoms = 384673, sigma = 0.00081
binomial sum, x = 0.5: sigma = 0.00645
binomial sum, x = 0.2: sigma = 0.00516
share of cubes within one sigma = 0.686
share more than 0.01 from x = 0.5: 0.122
the same share from a normal curve = 0.121
lattice cut, L = 5.0 nm: 1728 cubes, mean atoms = 6036.9
  atoms per cube from 5832 to 6346, sigma = 0.00640
lattice cut, L = 2.5 nm: 13824 cubes, mean atoms = 754.6
  atoms per cube from 728 to 865, sigma = 0.01813
sigma ratio on halving L: cut 2.834, formula 2.828
fixed-composition block of M = 48088 atoms: sigma = 0.00603
  ratio to the independent value = 0.9354
coupling -0.1: neighbour correlation = -0.1029, variance factor = 0.6923
coupling +0.0: neighbour correlation = +0.0000, variance factor = 1.0000
coupling +0.1: neighbour correlation = +0.1029, variance factor = 1.5662
```
